# Cartesian displacement characters and the vibrational symmetries of octahedral SF6: a program that tests the result

```python
# Result under test: the Cartesian displacement character of a molecule is
#   chi_total = N_unmoved * (2 cos(theta) + 1)  for proper rotations,
#   chi_total = N_unmoved * (2 cos(theta) - 1)  for improper operations
# (rotation by theta followed by reflection perpendicular to the axis).
# Removing translations and rotations gives, for octahedral SF6,
#   A1g + Eg + T2g + 2 T1u + T2u.
# R: 3x3 matrix of an operation; D: its 21x21 matrix on displacements.
# Spring model: ligand mass m, centre mass M, bond spring k,
# neighbouring-ligand spring q; squared frequencies in units of k/m.
import itertools
import numpy as np
from scipy.spatial.transform import Rotation

# Geometry: central atom and six ligands, bond length as unit of length
atoms = np.array([[0, 0, 0], [1, 0, 0], [-1, 0, 0], [0, 1, 0],
                  [0, -1, 0], [0, 0, 1], [0, 0, -1]])
n_atoms = len(atoms)

# All orthogonal matrices that map the octahedron onto itself
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        group.append(R)
order = len(group)
det = np.array([round(np.linalg.det(R)) for R in group])
trace = np.array([np.trace(R) for R in group])
axis_trace = np.array([np.trace(abs(R)) for R in group])

# Class names, checked against classes found by conjugation
names = {(1, 3, 3): "E", (1, 0, 0): "C3", (1, -1, 1): "C2'",
         (1, 1, 1): "C4", (1, -1, 3): "C2", (-1, -3, 3): "i",
         (-1, -1, 1): "S4", (-1, 0, 0): "S6", (-1, 1, 3): "sigma_h",
         (-1, 1, 1): "sigma_d"}
label = [names[(int(d), int(t), int(a))]
         for d, t, a in zip(det, trace, axis_trace)]
index = {R.tobytes(): j for j, R in enumerate(group)}
members = {name: [j for j in range(order) if label[j] == name]
           for name in names.values()}
for name, js in members.items():
    R = group[js[0]]
    conjugates = {index[np.ascontiguousarray(G @ R @ G.T).tobytes()]
                  for G in group}
    assert conjugates == set(js)


def rotation_angle(R, d):
    """Angle measured geometrically between a vector normal to the axis
    and its image; the axis obeys R v = d v, d = determinant."""
    axis = np.linalg.svd(R - d * np.eye(3))[2][-1]
    normal = np.cross(axis, np.eye(3)[np.argmin(abs(axis))])
    normal /= np.linalg.norm(normal)
    return np.arccos(np.clip(normal @ R @ normal, -1, 1))


# Trace rule for a general axis and angle, not only octahedral ones
axis = np.array([1.0, 2.0, -0.5])
axis /= np.linalg.norm(axis)
for angle in (0.3, 1.1, 2.5):
    proper = Rotation.from_rotvec(angle * axis).as_matrix()
    mirror = np.eye(3) - 2 * np.outer(axis, axis)
    assert abs(np.trace(proper) - (2 * np.cos(angle) + 1)) < 1e-12
    assert abs(np.trace(mirror @ proper) - (2 * np.cos(angle) - 1)) < 1e-12

# Explicit displacement matrices and rigid-motion subspaces
translations = np.vstack([np.eye(3)] * n_atoms)
rotations = np.column_stack([np.cross(e, atoms).ravel() for e in np.eye(3)])
rigid = np.hstack([translations, rotations])
assert np.linalg.matrix_rank(rigid) == 6
D_all, unmoved, theta = [], [], []
chi_total, chi_trans, chi_rot = [], [], []
for R, d in zip(group, det):
    images = atoms @ R.T
    P = np.array([[float(np.array_equal(images[a], atoms[b]))
                   for a in range(n_atoms)] for b in range(n_atoms)])
    D = np.kron(P, R)
    D_all.append(D)
    fixed = sum(np.array_equal(x, y) for x, y in zip(images, atoms))
    angle = rotation_angle(R, d)
    unmoved.append(fixed)
    theta.append(np.degrees(angle))
    chi_total.append(np.trace(D))
    for basis, store in ((translations, chi_trans), (rotations, chi_rot)):
        coefficients = np.linalg.pinv(basis) @ D @ basis
        assert np.allclose(D @ basis, basis @ coefficients)
        store.append(np.trace(coefficients))
    factor = 2 * np.cos(angle) + d
    assert abs(chi_total[-1] - fixed * factor) < 1e-10
    assert abs(chi_trans[-1] - factor) < 1e-10
    assert abs(chi_rot[-1] - (1 + d * 2 * np.cos(angle))) < 1e-10
chi_total, chi_trans, chi_rot = map(np.array, (chi_total, chi_trans, chi_rot))
unmoved = np.array(unmoved)
chi_vib = chi_total - chi_trans - chi_rot

# Irreducible characters built from actions on axes and vectors
parity = np.array([round(np.linalg.det(abs(R))) for R in group])
gerade = {"A1g": np.ones(order), "A2g": parity, "Eg": axis_trace - 1,
          "T1g": det * trace, "T2g": parity * det * trace}
irreps = dict(gerade)
irreps.update({k[:-1] + "u": v * det for k, v in gerade.items()})
table = np.array(list(irreps.values()), dtype=float)
assert np.allclose(table @ table.T / order, np.eye(10))


def reduce_character(chi):
    result = {}
    for name, character in irreps.items():
        value = np.dot(character, chi) / order
        assert abs(value - round(value)) < 1e-9 and value > -1e-9
        if round(value):
            result[name] = round(value)
    return result


def text(parts):
    return " + ".join((str(m) if m > 1 else "") + k for k, m in parts.items())


vibration = reduce_character(chi_vib)
assert vibration == {"A1g": 1, "Eg": 1, "T2g": 1, "T1u": 2, "T2u": 1}
assert reduce_character(chi_trans) == {"T1u": 1}
assert reduce_character(chi_rot) == {"T1g": 1}
stretches = reduce_character(unmoved - 1)
assert stretches == {"A1g": 1, "Eg": 1, "T1u": 1}
bends = reduce_character(chi_vib - (unmoved - 1))
square_trace = np.array([np.trace(R @ R) for R in group])
polarizability = reduce_character((trace**2 + square_trace) / 2)
assert polarizability == {"A1g": 1, "Eg": 1, "T2g": 1}

# Independent dynamical test: diagonalize a spring model
m, M, k, q = 1.0, 2.0, 1.0, 0.2
K = np.zeros((3 * n_atoms, 3 * n_atoms))
for a, b in itertools.combinations(range(n_atoms), 2):
    separation = atoms[a] - atoms[b]
    length2 = separation @ separation
    if length2 > 2:
        continue                      # no spring between opposite ligands
    stretch = np.zeros(3 * n_atoms)
    stretch[3*a:3*a+3] = separation / np.sqrt(length2)
    stretch[3*b:3*b+3] = -separation / np.sqrt(length2)
    K += (k if length2 == 1 else q) * np.outer(stretch, stretch)
masses = np.repeat([M] + [m] * 6, 3)
values, vectors = np.linalg.eigh(K / np.sqrt(np.outer(masses, masses)))
levels = []
start = 0
while start < len(values):
    stop = start + 1
    while stop < len(values) and values[stop] - values[start] < 1e-8:
        stop += 1
    V = vectors[:, start:stop]
    character = np.array([np.trace(V.T @ D @ V) for D in D_all])
    levels.append((values[start:stop].mean(), stop - start,
                   reduce_character(character)))
    start = stop
assert abs(levels[0][0]) < 1e-10 and levels[0][1] == 6
assert levels[0][2] == {"T1g": 1, "T1u": 1}
found = {}
for value, size, parts in levels[1:]:
    assert value > 1e-3 and sum(parts.values()) == 1
    found.setdefault(next(iter(parts)), []).append(value)
assert {name: len(v) for name, v in found.items()} == vibration
# Closed expressions from symmetry-adapted displacements
closed = {"A1g": (k + 4*q) / m, "Eg": (k + q) / m,
          "T2g": 2*q / m, "T2u": q / m}
for name, value in closed.items():
    assert abs(found[name][0] - value) < 1e-10
t1u_sum = (k + 3*q) / m + 2*k / M
t1u_product = k * q * (M + 6*m) / (m**2 * M)
assert abs(sum(found["T1u"]) - t1u_sum) < 1e-10
assert abs(np.prod(found["T1u"]) - t1u_product) < 1e-10

# Output
print(f"Atoms: {n_atoms}; displacements: {3*n_atoms}; group order: {order}")
print("Class, size, theta (degrees), unmoved atoms, then characters:")
print("class    size theta  N  tr_R total trans  rot  vib")
for name, js in members.items():
    j = js[0]
    numbers = [round(float(x)) for x in
               (trace[j], chi_total[j], chi_trans[j], chi_rot[j], chi_vib[j])]
    print(f"{name:8s} {len(js):4d} {theta[j]:5.0f} {unmoved[j]:2d}"
          + "".join(f"{x:6d}" for x in numbers))
print("Irreducible characters, classes in the same order:")
for name, character in irreps.items():
    print(f"{name:4s}" + "".join(f"{round(float(character[js[0]])):4d}"
                                for js in members.values()))
print("Class terms size*chi_irrep*chi_vib, their sum, and multiplicity:")
for name, character in irreps.items():
    terms = [round(float(sum(character[j] * chi_vib[j] for j in js)))
             for js in members.values()]
    print(f"{name:4s}" + "".join(f"{x:5d}" for x in terms)
          + f"  sum {sum(terms):3d}  multiplicity {sum(terms)//order}")
print("Total:", text(reduce_character(chi_total)))
print("Translations:", text(reduce_character(chi_trans)))
print("Rotations:", text(reduce_character(chi_rot)))
print("Vibrations:", text(vibration))
print("Number of vibrations:", round(float(chi_vib[members['E'][0]])))
print("Bond stretches:", text(stretches))
print("Bends:", text(bends))
print("Symmetric polarizability:", text(polarizability))
print(f"Spring model: M/m = {M/m:.1f}, ligand spring/bond spring = {q/k:.1f}")
print("Squared angular frequency (k/m), degeneracy, symmetry:")
for value, size, parts in levels:
    print(f"{abs(value):8.4f} {size:3d}  {text(parts)}")
print(f"T1u pair: sum {t1u_sum:.4f} k/m, product {t1u_product:.4f} (k/m)^2")
print("OK")
```

It prints:

```
Atoms: 7; displacements: 21; group order: 48
Class, size, theta (degrees), unmoved atoms, then characters:
class    size theta  N  tr_R total trans  rot  vib
E           1     0  7     3    21     3     3    15
C3          8   120  1     0     0     0     0     0
C2'         6   180  1    -1    -1    -1    -1     1
C4          6    90  3     1     3     1     1     1
C2          3   180  3    -1    -3    -1    -1    -1
i           1   180  1    -3    -3    -3     3    -3
S4          6    90  1    -1    -1    -1     1    -1
S6          8    60  1     0     0     0     0     0
sigma_h     3     0  5     1     5     1    -1     5
sigma_d     6     0  3     1     3     1    -1     3
Irreducible characters, classes in the same order:
A1g    1   1   1   1   1   1   1   1   1   1
A2g    1   1  -1  -1   1   1  -1   1   1  -1
Eg     2  -1   0   0   2   2   0  -1   2   0
T1g    3   0  -1   1  -1   3   1   0  -1  -1
T2g    3   0   1  -1  -1   3  -1   0  -1   1
A1u    1   1   1   1   1  -1  -1  -1  -1  -1
A2u    1   1  -1  -1   1  -1   1  -1  -1   1
Eu     2  -1   0   0   2  -2   0   1  -2   0
T1u    3   0  -1   1  -1  -3  -1   0   1   1
T2u    3   0   1  -1  -1  -3   1   0   1  -1
Class terms size*chi_irrep*chi_vib, their sum, and multiplicity:
A1g    15    0    6    6   -3   -3   -6    0   15   18  sum  48  multiplicity 1
A2g    15    0   -6   -6   -3   -3    6    0   15  -18  sum   0  multiplicity 0
Eg     30    0    0    0   -6   -6    0    0   30    0  sum  48  multiplicity 1
T1g    45    0   -6    6    3   -9   -6    0  -15  -18  sum   0  multiplicity 0
T2g    45    0    6   -6    3   -9    6    0  -15   18  sum  48  multiplicity 1
A1u    15    0    6    6   -3    3    6    0  -15  -18  sum   0  multiplicity 0
A2u    15    0   -6   -6   -3    3   -6    0  -15   18  sum   0  multiplicity 0
Eu     30    0    0    0   -6    6    0    0  -30    0  sum   0  multiplicity 0
T1u    45    0   -6    6    3    9    6    0   15   18  sum  96  multiplicity 2
T2u    45    0    6   -6    3    9   -6    0   15  -18  sum  48  multiplicity 1
Total: A1g + Eg + T1g + T2g + 3T1u + T2u
Translations: T1u
Rotations: T1g
Vibrations: A1g + Eg + T2g + 2T1u + T2u
Number of vibrations: 15
Bond stretches: A1g + Eg + T1u
Bends: T2g + T1u + T2u
Symmetric polarizability: A1g + Eg + T2g
Spring model: M/m = 2.0, ligand spring/bond spring = 0.2
Squared angular frequency (k/m), degeneracy, symmetry:
  0.0000   6  T1g + T1u
  0.2000   3  T2u
  0.3566   3  T1u
  0.4000   3  T2g
  1.2000   2  Eg
  1.8000   1  A1g
  2.2434   3  T1u
T1u pair: sum 2.6000 k/m, product 0.8000 (k/m)^2
OK
```
